**Spin-orbit splitting of d states at Γ in an fcc metal**

The program tests the splitting of the t2g level by the coupling ξ L·S, where ξ is the one-electron coupling constant, L and S are in units of ħ, and Δ is the energy of eg above t2g. It builds L from its differential operator and asserts that the projected coupling gives a quartet at −ξ/2 and a doublet at +ξ. It also asserts that a random operator averaged over the cubic rotations reduces to a constant plus a multiple of the projected L·S. Diagonalization of the full d shell is compared with the closed formula for the separation at five values of ξ, and with the weak-coupling limit at ξ = 0.001 eV. For the round values ξ = 0.50 eV and Δ = 2.0 eV, the output shows a separation of 0.906 eV, against 0.750 eV from the 3/2 law. With Δ held fixed, the law is 5% too low at ξ = 0.103 eV, where the percentage is relative to the law's own value. The program also estimates the effects of film strain, a nonzero wave vector, thermal expansion and a finite lifetime.

## Program and output

```python
"""Spin-orbit splitting of the t2g d states at Gamma in an fcc metal.

Result under test: H = H_band + xi L.S splits t2g into a quartet at -xi/2
and a doublet at +xi (separation 3 xi/2) when xi << Delta.
xi: one-electron coupling constant, with L and S in units of hbar.
Delta: E(eg) - E(t2g) at Gamma without spin-orbit coupling.
For any xi/Delta the separation is
D = 5 xi/4 - Delta/2 + sqrt((Delta/2 + xi/4)^2 + 3 xi^2/2).
Band model: nearest-neighbour d hopping (sigma, pi, delta); energies in eV,
lengths in nm. Example parameters are round values in the rough Pt regime.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import hbar, e
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq

# Angular momentum matrices from the differential operator -i r x grad,
# with integrals over the unit sphere done by quadrature.
X, Y, Z = sp.symbols("x y z", real=True)
nodes, node_weights = np.polynomial.legendre.leggauss(8)
angles = 2 * np.pi * np.arange(16) / 16
cos_theta, phi = [g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij")]
sin_theta = np.sqrt(1 - cos_theta**2)
sphere = np.array([sin_theta * np.cos(phi), sin_theta * np.sin(phi), cos_theta])
weights = np.repeat(node_weights / 2, 16) / 16


def evaluate(function, points):
    return sp.lambdify((X, Y, Z), function)(*points) * np.ones(points.shape[1])


def angular_momentum(functions):
    values = np.array([evaluate(f, sphere) for f in functions])
    gram = (values * weights) @ values.T
    assert np.allclose(gram, gram[0, 0] * np.eye(len(functions)))
    matrices = []
    for p, q in ((Y, Z), (Z, X), (X, Y)):
        images = np.array([evaluate(p * sp.diff(f, q) - q * sp.diff(f, p), sphere)
                           for f in functions])
        matrices.append(-1j * (values * weights) @ images.T / gram[0, 0])
    return np.array(matrices)


d_functions = [Y * Z, Z * X, X * Y, (X**2 - Y**2) / 2,
               (2 * Z**2 - X**2 - Y**2) / (2 * sp.sqrt(3))]
L = angular_momentum(d_functions)
l_p = angular_momentum([X, Y, Z])
S = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
LS = sum(np.kron(L[i], S[i]) for i in range(3))
LS_t = LS[:6, :6]          # t2g block; the last four states are eg

# Projection of L: minus the p-shell operator in t2g, zero in eg.
assert np.allclose(L[:, :3, :3], -l_p)
assert np.allclose(L[:, 3:, 3:], 0)
t2g_factors = np.linalg.eigvalsh(LS_t)
assert np.allclose(t2g_factors, [-0.5] * 4 + [1.0] * 2)

# An explicit doublet state, including any leakage into eg.
doublet = np.zeros(10, complex)
doublet[[1, 3, 4]] = np.array([1, 1j, 1]) / np.sqrt(3)
assert np.allclose(LS @ doublet, doublet)

# Operator identity and the coupling of t2g to eg.
assert np.allclose(LS @ LS + LS / 2, 1.5 * np.eye(10))
_, t2g_states = np.linalg.eigh(LS_t)
eg_coupling = LS[6:, :6] @ t2g_states
assert np.allclose(eg_coupling.conj().T @ eg_coupling,
                   np.diag([1.5] * 4 + [0.0] * 2))

# Cubic symmetry alone: average a random Hermitian operator over rotations.
rng = np.random.default_rng(4)
operator = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
operator = operator + operator.conj().T
quarter_turns = []
for axis in (0, 2):
    J = np.kron(L[axis], np.eye(2)) + np.kron(np.eye(5), S[axis])
    turn = expm(-0.5j * np.pi * J)
    assert np.allclose(turn[6:, :6], 0)
    quarter_turns.append(turn[:6, :6])
for _ in range(400):
    for turn in quarter_turns:
        operator = (operator + turn @ operator @ turn.conj().T) / 2
constant = np.trace(operator) / 6
multiple = np.trace(operator @ LS_t) / np.trace(LS_t @ LS_t)
assert abs(multiple) > 1e-3
assert np.allclose(operator, constant * np.eye(6) + multiple * LS_t)

# fcc band model: hopping is diagonal in the angular momentum along the bond.
neighbours = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if np.dot(v, v) == 2]) / 2
assert len(neighbours) == 12
for f in d_functions:      # s-d hopping cancels at Gamma
    assert abs(evaluate(f, neighbours.T).sum()) < 1e-12


def band_matrix(hops, lattice, k=(0, 0, 0), strain=(0, 0, 0)):
    total = np.zeros((5, 5), complex)
    one = np.eye(5)
    for v in neighbours:
        bond = lattice * v * (1 + np.array(strain))
        length = np.linalg.norm(bond)
        m = np.tensordot(bond / length, L, axes=1)
        m2 = m @ m
        projectors = ((m2 - one) @ (m2 - 4 * one) / 4,
                      -m2 @ (m2 - 4 * one) / 3, m2 @ (m2 - one) / 12)
        scale = (lattice / np.sqrt(2) / length)**5
        total += scale * np.exp(1j * np.dot(k, bond)) * sum(
            h * p for h, p in zip(hops, projectors))
    return total


def levels(coupling, band):
    return np.linalg.eigvalsh(np.kron(band, np.eye(2)) + coupling * LS)


def separation(coupling, band):
    energy = levels(coupling, band)
    assert np.ptp(energy[:4]) < 1e-10 and np.ptp(energy[4:6]) < 1e-10
    return energy[4] - energy[0]


# Gamma energies for a general set of hoppings.
s, p, d = -0.93, 0.37, -0.11
expected = [3 * s + 4 * p + 5 * d] * 3 + [1.5 * s + 6 * p + 4.5 * d] * 2
assert np.allclose(band_matrix((s, p, d), 0.4), np.diag(expected))

# Worked example.
hops = (-0.8, 0.4, 0.0)
xi = 0.5
lattice = 0.39
gamma = band_matrix(hops, lattice)
E_t, E_e = gamma[0, 0].real, gamma[3, 3].real
Delta = E_e - E_t
assert np.isclose(Delta, -1.5 * hops[0] + 2 * hops[1] - 0.5 * hops[2])


def closed_form(coupling):
    return (1.25 * coupling - Delta / 2
            + np.sqrt((Delta / 2 + coupling / 4)**2 + 1.5 * coupling**2))


for trial in (0.01, 0.1, 0.5, 2.0, 8.0):
    assert np.isclose(separation(trial, gamma), closed_form(trial), atol=1e-10)
    assert np.isclose(levels(trial, gamma)[4] - E_t, trial, atol=1e-10)

# Weak-coupling limit; tolerances cover the next order in xi/Delta.
weak = 1e-3
weak_ratio = separation(weak, gamma) / weak
assert abs(weak_ratio - 1.5) < 1e-3
curvature = (separation(weak, gamma) - 1.5 * weak) / weak**2
assert abs(curvature - 1.5 / Delta) < 1e-3

energy = levels(xi, gamma) - E_t
full = separation(xi, gamma)
first_order = xi * (t2g_factors[4] - t2g_factors[0])
second_order = first_order + 1.5 * xi**2 / Delta
_, states = np.linalg.eigh(np.kron(gamma, np.eye(2)) + xi * LS)
eg_weight = np.sum(abs(states[6:, :4])**2) / 4
error = 0.05
xi_limit = brentq(lambda c: separation(c, gamma) / (1.5 * c) - 1 - error, 0.01, 1)
assert np.isclose(xi_limit / Delta, error / (1 - error / 2 - 1.5 * error**2))

# Effects outside the ideal crystal at Gamma.
strain_in, strain_out = 0.005, -0.006
strained = levels(xi, band_matrix(hops, lattice,
                                  strain=(strain_in, strain_in, strain_out)))
thickness = 5.0
k_film = np.pi / thickness
confined = levels(xi, band_matrix(hops, lattice, k=(0, 0, k_film)))
for spectrum in (strained, confined):    # Kramers pairs stay, quartet splits
    assert np.allclose(spectrum[::2], spectrum[1::2], atol=1e-10)
    assert spectrum[2] - spectrum[0] > 1e-5
strain_split = strained[2] - strained[0]
film_split = confined[2] - confined[0]
expansion_rate, T_low, T_high = 9e-6, 300, 400
expansion = expansion_rate * (T_high - T_low)
hot = band_matrix(hops, lattice, strain=(expansion,) * 3)
thermal_change = separation(xi, hot) - full
lifetime_fs = 5.0
width = hbar / (lifetime_fs * 1e-15) / e
# Half maximum of the spectrum of a state whose population decays in tau.
time = np.linspace(0, 60, 60001)
phase = (width / 2) * e * lifetime_fs * 1e-15 / hbar * time
peak = simpson(np.exp(-time / 2), x=time)
flank = simpson(np.exp(-time / 2 + 1j * phase), x=time)
assert np.isclose(abs(flank)**2 / peak**2, 0.5, atol=1e-6)

print("Model inputs (round values, rough platinum regime)")
print(f"hopping sigma = {hops[0]:.2f} eV")
print(f"hopping pi = {hops[1]:.2f} eV")
print(f"hopping delta = {hops[2]:.2f} eV")
print(f"coupling constant xi = {xi:.2f} eV")
print(f"lattice constant = {lattice:.2f} nm")
print("Gamma without spin-orbit coupling")
print(f"t2g energy from site level = {E_t:.3f} eV")
print(f"eg energy from site level = {E_e:.3f} eV")
print(f"Delta = {Delta:.3f} eV")
print(f"xi/Delta = {xi / Delta:.3f} (no unit)")
print("First order, from unsplit t2g")
print(f"quartet factor = {t2g_factors[0]:.3f} xi")
print(f"doublet factor = {t2g_factors[4]:.3f} xi")
print(f"quartet energy = {xi * t2g_factors[0]:.3f} eV")
print(f"doublet energy = {xi * t2g_factors[4]:.3f} eV")
print(f"separation = {first_order:.3f} eV")
print("Full d shell, from unsplit t2g")
print(f"lower quartet = {energy[0]:.4f} eV")
print(f"doublet = {energy[4]:.4f} eV")
print(f"upper quartet = {energy[6]:.4f} eV")
print(f"separation = {full:.4f} eV")
print(f"separation through second order = {second_order:.4f} eV")
print(f"full minus first order = {full - first_order:.4f} eV")
print(f"excess over 3/2 law = {100 * (full / first_order - 1):.1f} %")
print(f"eg weight in lower quartet = {100 * eg_weight:.2f} %")
print(f"xi for {100 * error:.0f} % excess = {xi_limit:.4f} eV")
print(f"weak test: xi = {weak:.3f} eV")
print(f"weak test: separation/xi = {weak_ratio:.5f} (no unit)")
print("Effects outside the ideal crystal at Gamma")
print(f"in-plane strain = {100 * strain_in:.2f} %")
print(f"out-of-plane strain = {100 * strain_out:.2f} %")
print(f"quartet split by strain = {strain_split:.4f} eV")
print(f"film thickness = {thickness:.1f} nm")
print(f"standing-wave k = {k_film:.3f} 1/nm")
print(f"quartet split at this k = {film_split:.4f} eV")
print(f"temperatures = {T_low} and {T_high} K")
print(f"rough expansion coefficient = {expansion_rate:.1e} 1/K")
print(f"linear expansion = {100 * expansion:.3f} %")
print(f"separation change on heating = {thermal_change:.5f} eV")
print(f"assumed lifetime = {lifetime_fs:.1f} fs")
print(f"lifetime full width = {width:.3f} eV")
print("every check passed")
```

Running it gives:

```
Model inputs (round values, rough platinum regime)
hopping sigma = -0.80 eV
hopping pi = 0.40 eV
hopping delta = 0.00 eV
coupling constant xi = 0.50 eV
lattice constant = 0.39 nm
Gamma without spin-orbit coupling
t2g energy from site level = -0.800 eV
eg energy from site level = 1.200 eV
Delta = 2.000 eV
xi/Delta = 0.250 (no unit)
First order, from unsplit t2g
quartet factor = -0.500 xi
doublet factor = 1.000 xi
quartet energy = -0.250 eV
doublet energy = 0.500 eV
separation = 0.750 eV
Full d shell, from unsplit t2g
lower quartet = -0.4059 eV
doublet = 0.5000 eV
upper quartet = 2.1559 eV
separation = 0.9059 eV
separation through second order = 0.9375 eV
full minus first order = 0.1559 eV
excess over 3/2 law = 20.8 %
eg weight in lower quartet = 6.08 %
xi for 5 % excess = 0.1030 eV
weak test: xi = 0.001 eV
weak test: separation/xi = 1.50075 (no unit)
Effects outside the ideal crystal at Gamma
in-plane strain = 0.50 %
out-of-plane strain = -0.60 %
quartet split by strain = 0.0602 eV
film thickness = 5.0 nm
standing-wave k = 0.628 1/nm
quartet split at this k = 0.0140 eV
temperatures = 300 and 400 K
rough expansion coefficient = 9.0e-06 1/K
linear expansion = 0.090 %
separation change on heating = 0.00055 eV
assumed lifetime = 5.0 fs
lifetime full width = 0.132 eV
every check passed
```
